Ohnishi numbers and dry-etch selectivity of PS-b-PMMA

**Question**

I am working on directed self-assembly with the block copolymer polystyrene-block-poly(methyl methacrylate), PS-b-PMMA. After the film has separated into stripes, a plasma is supposed to remove the PMMA stripes and leave the PS as a mask. An exercise asks me to calculate the Ohnishi numbers of the two repeat units and to show that they predict a 2.5-fold etch-rate ratio in favour of removing PMMA.

I counted the atoms in the structural drawings, 8 for styrene and 7 for methyl methacrylate, and divided by carbons minus oxygens. That gives 8/8 = 1 and 7/3, so my ratio is 2.33. Where is my mistake? I also don't see why this combination of atom counts should have anything to do with etching, or what the ratio means for a real film.

**Answer**

Your denominators are right. The numerators lack the hydrogen atoms, which a structural drawing leaves out. The Ohnishi number is

O = N / (N_C − N_O)

where N is the number of all atoms in the repeat unit, hydrogen included, N_C the number of carbons and N_O the number of oxygens.

**The atom counts**

The styrene unit is –CH2–CH(C6H5)–. Its carbons number 2 + 6 = 8 and its hydrogens 2 + 1 + 5 = 8, so it is C8H8:

O_PS = (8 + 8) / (8 − 0) = 16/8 = 2

The methyl methacrylate unit is –CH2–C(CH3)(COOCH3)–. It has two backbone carbons, one in the methyl side group and two in the ester group, 5 in all. Its hydrogens number 2 + 3 + 3 = 8, and it has 2 oxygens, so it is C5H8O2:

O_PMMA = (5 + 8 + 2) / (5 − 2) = 15/3 = 5

It does not matter whether you count the monomer or the repeat unit, because polymerization opens the C=C bond without adding or removing atoms. The chain ends do add something. With a hydrogen at each end, a chain of n units has

PS: (16n + 2)/(8n) = 2 + 1/(4n)
PMMA: (15n + 2)/(3n) = 5 + 2/(3n)

For n = 250 these are 2.001 and 5.003, so the ends can be ignored.

**From the numbers to the ratio**

The empirical rule says that the thickness etch rate R, in nm/s, is proportional to O:

R = kO

The constant k depends on the plasma. If both polymers see the same plasma and share the same k, it cancels:

R_PMMA / R_PS = (k · 5)/(k · 2) = 2.5

The counts are exact, but the proportionality is an empirical assumption. It is meant for dry etching driven by ion bombardment. It says nothing about removing PMMA with a solvent, and it cannot be relied on where chemical attack dominates or where the plasma deposits material.

**Why such a combination could matter**

The following picture makes the rule plausible, but does not prove it. Suppose each oxygen atom in the polymer leaves together with one carbon, at no cost. The ions then have to remove the other N_C − N_O carbons of each unit. If they remove J such carbons per unit area and time, they remove J/(N_C − N_O) repeat units. With V the volume of one unit, the surface recedes at

R = J V / (N_C − N_O)

If every atom, whatever its element, occupies the same volume v, then V = vN and

R = J v · N / (N_C − N_O) = kO, with k = Jv

In this picture hydrogen belongs in the numerator because N stands for the volume of the unit, and every atom is assumed to take up the same room. In the same picture, PMMA etches faster because it has few carbons that the ions must remove, 3 against 8, while its unit is nearly as large.

The equal-volume assumption can be examined with densities. As inputs for this estimate, assume 1.05 g/cm³ for PS and 1.18 g/cm³ for PMMA. The molar volumes of the units are

PS: 104.15/1.05 = 99.2 cm³/mol
PMMA: 100.12/1.18 = 84.8 cm³/mol

and the ratio of the rates becomes

(84.8/3) / (99.2/8) = 2.28

This is 9% below 2.5, because PMMA has less volume per atom. The shift measures a weakness of the picture; it is not a correction that must be applied to the empirical rule. Your 2.33 happens to lie closer to 2.28, but that does not justify leaving hydrogen out: the Ohnishi number is defined with all atoms.

The formula also has a built-in limit. For a polymer with as many oxygens as carbons, such as one with the repeat unit CH2O, the denominator vanishes and O diverges. A real etch rate stays finite, so the rule cannot hold there.

**What 2.5 means for a film**

Take a lamellar film with a period of 28 nm, equal stripe widths of 14 nm and a thickness h = 30 nm. Let PMMA etch at 1.0 nm/s, a rough value that depends strongly on the plasma. Then

k = 1.0/5 = 0.20 nm/s
R_PS = 0.20 · 2 = 0.40 nm/s

The PMMA is cleared after

t = h/R_PMMA = 30/1.0 = 30 s

During this time the PS loses 0.40 · 30 = 12 nm, so 18 nm remain. In general,

h_PS = h − R_PS t = h(1 − R_PS/R_PMMA) = h(1 − 2/5) = 3h/5

The plasma therefore favours PMMA, but it does not spare PS: two fifths of the mask are gone when the trench reaches the bottom of the film. The etch rate sets the time, while the ratio sets the remaining height.

**If the rates are linear in O but not proportional to it**

Suppose a process adds the same rate b to both polymers:

R = kO + b

The ratio is then

(5k + b)/(2k + b) = 1 + 3k/(2k + b)

As long as both polymers etch, a positive b lowers the ratio and a negative b raises it. For very large positive b it tends to 1. As b approaches −2k from above, PS stops etching and the ratio grows without limit.

Keep k = 0.20 nm/s and change only b:

b = +0.1 nm/s: 1.1/0.5 = 2.2, with 16.4 nm of PS left
b = −0.1 nm/s: 0.9/0.3 = 3.0, with 20.0 nm of PS left

A common shift of one tenth of the PMMA rate is thus enough to move the ratio from 2.5 to 2.2 or 3.0. A straight line through measured rates does not establish the factor 2.5 unless it also passes through the origin.

**The layer under the film**

Lamellae that stand upright can be prepared on a thin random copolymer of styrene and methyl methacrylate, which makes the surface nearly neutral towards both blocks. The plasma must open this layer too. Let f be the mole fraction of methacrylate units. Add up the atoms first and divide afterwards:

O(f) = [16(1 − f) + 15f] / [8(1 − f) + 3f] = (16 − f)/(8 − 5f)

The limits are right: O(0) = 16/8 = 2 for pure PS and O(1) = 15/3 = 5 for pure PMMA. For f = 0.40,

O = 15.6/6.0 = 2.6

The mole average of 2 and 5 would have been 3.2. It is too high because the styrene units contribute more of the carbons in the denominator, and so carry more weight.

A 6 nm underlayer etches at 0.20 · 2.6 = 0.52 nm/s and takes 6/0.52 = 11.5 s. The PS loses another 4.6 nm, and 13.4 nm remain instead of 18 nm. This thin layer costs more mask per nanometre than the PMMA did, because its Ohnishi number is close to that of PS.

**Blurred walls**

The two blocks also mix slightly at their boundary. Let x be the distance from the nominal wall into the PMMA, and describe the local methacrylate mole fraction by

f(x) = ½[1 + tanh(2x/w)]

with a rough width w = 5 nm. Assume that O(f) applies locally and that each vertical column etches independently. After 30 s, where is the surface at 9 nm, half the final PS height? The etched depth there is 30 − 9 = 21 nm, which requires

O = 21/(0.20 · 30) = 3.5

Solve O(f) = 3.5 for f:

16 − f = 3.5(8 − 5f) = 28 − 17.5f
16.5f = 12
f = 0.727

Inverting the profile gives the position of the trench edge:

x = (w/2) artanh(2f − 1) = 2.5 · artanh(0.455) = 1.23 nm

Both walls move inwards by this amount, so at this height the opening is about 11.5 nm wide instead of 14 nm. Interface profiles of this form usually describe the volume fraction. Read that way, and converted to a mole fraction with the molar volumes above, the same profile gives a shift of 1.03 nm and an opening of 11.9 nm. The cause of the narrowing at half height is the curvature of O(f). If O were the mole average 2 + 3f, the value 3.5 would fall at f = ½, at the nominal wall, and the trench would keep its full width at this height. Because the walls slope, the trench is narrower further down and wider further up in either case.

At the centre of the stripe the tails of both walls leave a little styrene, and about 0.35 nm of material remains after 30 s. This figure depends on the tails of the tanh profile, which make the centre too pure for so short a period: self-consistent-field profiles of a 28 nm lamella with w between 4.5 and 5.3 nm leave 0.6 to 1.1 nm. Nearer the walls more is left, so the etch must run longer even without an underlayer. At 2 nm inside the nominal wall, f = 0.83 and O = 3.95. A strip 10 nm wide is therefore open at the floor only after 30/(0.20 · 3.95) = 38 s, when about 15 nm of PS remain.

**How far to trust the result**

The period, film thickness, etch rate and interface width above are example inputs. For these numbers, opening the underlayer costs a further 4.6 nm of mask height, and the blurred walls narrow the trench, measured at half the final PS height after 30 s, by about 18% of its nominal 14 nm (15% if the profile is read as a volume fraction). The additive rates move the ratio to 2.2 or 3.0, but their size was chosen only for illustration. I have treated these effects one at a time, so their results should not be simply added.

Sideways etching, shadowing of ions in the narrow trench, heating, and crosslinking by the plasma are all left out, and I have not estimated them. Reported PMMA/PS ratios depend strongly on the gas, from about 1.5 to above 3; for the 30 nm film a ratio of 1.5 would leave 10 nm of PS and a ratio of 3.6 about 22 nm. Use 2.5 only as a first estimate for choosing a film thickness, and measure both etch rates in the plasma you will use before fixing the process.
